Kinetic Inductance, Quantum Capacitance and Wave Velocity in a Ballistic Channel

**1. Definitions and conventions**

A channel means one orbital subband with one spin projection and, where the band has valleys, one valley. It contains both right-moving and left-moving electrons. Its energy ε(k) is even in k and its Fermi points are ±k_F, with speed

v = (1/ħ) dε/dk at k = k_F, v > 0.

The carrier charge is Q = −e. Current I is positive along +x, F is the electric field, φ the electric potential and λ the deviation of charge per length from equilibrium. Inductance and capacitance are per length. The statement to be derived is

L_K = h/(2e²v), C_Q = 2e²/(hv), 1/√(L_K C_Q) = v,

where the last expression is the speed of charge waves without Coulomb interaction.

The assumptions are low temperature (kT far below the Fermi energy measured from the band edge), wavenumbers q ≪ k_F, small signals and no backscattering. The band need not be parabolic.

**2. Motion of the two Fermi points**

Let the occupied states at position x lie between k_F + a(x,t) on the right and −k_F + b(x,t) on the left. An electron on the edge of the occupied region stays on that edge, because phase-space density is carried along the trajectories. Its wavenumber obeys ħ dk/dt = QF. Following it at velocity +v on the right edge and −v on the left edge gives, to first order in a and b,

∂a/∂t + v ∂a/∂x = QF/ħ
∂b/∂t − v ∂b/∂x = QF/ħ.

There is one state per 2π of wavenumber and unit length. The extra right movers are therefore ρ_R = a/2π. A positive b removes left movers, so ρ_L = −b/2π. With 2πħ = h,

∂ρ_R/∂t + v ∂ρ_R/∂x = QF/h
∂ρ_L/∂t − v ∂ρ_L/∂x = −QF/h. (1)

The current is the integral of Q dε/(ħdk) over the occupied states, divided by 2π:

I = (Q/h)[ε(k_F + a) − ε(−k_F + b)].

To first order ε(k_F + a) = ε_F + ħva and ε(−k_F + b) = ε_F − ħvb. Hence

I = (Q/h)ħv(a + b) = Qv(ρ_R − ρ_L). (2)

**3. Kinetic inductance**

In a uniform field the x-derivatives vanish. Subtracting the equations (1) and multiplying by Qv gives

dI/dt = (2Q²v/h)F.

An inductance per length is defined by F = L_K dI/dt. Since Q² = e²,

L_K = h/(2e²v). (3)

The energy gives the same value. Shift both Fermi points by a = b = δ. New right movers at distance κ beyond k_F cost ħvκ each, so they cost

∫₀^δ ħvκ dκ/2π = ħvδ²/4π.

On the left, the emptied states lay below ε_F by ħvκ, and removing them costs the same amount. The total is ħvδ²/2π per length, and (2) gives I = Qvδ/π. Setting the cost equal to L_K I²/2,

L_K = 2(ħvδ²/2π) · π²/(Q²v²δ²) = πħ/(e²v) = h/(2e²v).

The stored energy is thus kinetic energy of the electrons, not magnetic field energy.

For a parabolic band of mass m, v = ħk_F/m and the density is n = k_F/π. Then L_K = πm/(e²k_F) = m/(ne²), which is the inertia of n free particles. For a linear band v is constant, and L_K does not depend on density.

**4. Quantum capacitance**

Raise the Fermi energy by dμ without changing the potential. Each Fermi point moves outward by dμ/(ħv), so the density rises by

dn = 2 dμ/(2πħv) = 2 dμ/(hv).

The factor 2 counts the two directions of motion, not spin. The charge is Q dn and the corresponding voltage is dμ/Q, so

C_Q = Q² dn/dμ = 2e²/(hv). (4)

From (3) and (4), L_K C_Q = 1/v². It remains to show that this product governs a wave.

**5. The transmission line and its speed**

The charge deviation is λ = Q(ρ_R + ρ_L). Adding the equations (1) and multiplying by Q gives charge conservation:

∂λ/∂t + ∂I/∂x = 0. (5)

Subtracting them and multiplying by Qv gives

∂I/∂t + v² ∂λ/∂x = (2e²v/h)F.

Multiply by L_K. The factor on the right becomes 1, and L_K v² = hv/(2e²) = 1/C_Q. With F = −∂φ/∂x, which neglects magnetic induction,

L_K ∂I/∂t = −∂V/∂x, V = φ + λ/C_Q. (6)

V has a direct meaning. The electrochemical potentials of the two groups, relative to equilibrium, are Qφ + hvρ_R and Qφ + hvρ_L. Their mean divided by Q is φ + hvλ/(2e²) = V.

Without Coulomb interaction and without an applied potential, φ = 0. Differentiate (5) with respect to time and insert (6):

∂²λ/∂t² = −∂/∂x(∂I/∂t) = (1/(L_K C_Q)) ∂²λ/∂x² = v² ∂²λ/∂x². (7)

The wave speed is therefore v. The restoring force is the gradient of the Fermi energy, and the inertia is that of the electrons. In terms of (1) with F = 0, the right and left movers simply travel unchanged at +v and −v.

A lattice calculation reaches the same speed without using (1). Take a ring of 601 sites with 181 filled levels, in units where ħ, Q, the site spacing and the hopping energy are 1, so that h = 2π and L_K = π/v.

A vector potential A along the ring gives I = −∂u/∂A, where u is the energy per length. Since F = −∂A/∂t, dI/dt = (∂²u/∂A²)F, and L_K is the inverse of that second derivative. The computed energies give 1.93647, and π/v gives 1.93648. The inverse of ∂²u/∂n² gives C_Q = 0.19621, equal to 1/(πv) to the digits shown. These two values predict a speed of 1.6223.

A small density bump was then prepared in a shallow Gaussian well (depth 0.005, width 15 sites) and released. The centre of its right-moving half travelled at 1.6234 between times 50 and 100, within 0.1 percent of the prediction.

**6. What the contacts see**

A lossless line and the finite dc resistance of a ballistic channel are compatible. Keep φ = 0 and let an ideal source at voltage V_S inject right movers with hvρ_R/Q = V_S at x = 0. From (2), ρ_L = ρ_R − I/(Qv), so

V(0) = (hv/2Q)(ρ_R + ρ_L) = (hv/2Q)[2ρ_R − I/(Qv)] = V_S − (h/2e²)I.

The source acts through a series resistance h/(2e²) = 12.906 kΩ. A grounded drain injects no extra left movers, so there V = (h/2e²)I, the same resistance again. In steady state V is uniform along the line and the total is h/e² = 25.813 kΩ.

The characteristic impedance of the line is

√(L_K/C_Q) = √[(h/2e²v)(hv/2e²)] = h/(2e²).

It equals each contact resistance, so with φ = 0 a wave enters the drain without reflection. Coulomb repulsion between the carriers raises the line impedance by the factor v_p/v of equation (8) below, and then even an ideal contact reflects part of the wave. A gate screens this repulsion: the closer the gate, the larger C_g and the smaller the mismatch.

**7. Several channels and a gate**

Let M identical channels share the potential φ. Each obeys L_K ∂I_j/∂t = −∂(φ + λ_j/C_Q)/∂x. Summing over j and dividing by M, with I and λ now the totals,

(L_K/M) ∂I/∂t = −∂/∂x[φ + λ/(M C_Q)].

The inductance is divided by M and the quantum capacitance multiplied by M. Their product, and the speed without interaction, are unchanged.

Now include the Coulomb interaction in mean field through a nearby gate: φ = λ/C_g, with C_g the electrostatic capacitance per length. This local relation requires a wavelength long compared with the gate distance. Equation (5) then gives

v_p² = (M/L_K)[1/(M C_Q) + 1/C_g] = v²(1 + M C_Q/C_g). (8)

For C_g → ∞ the charge produces no potential and v_p → v, which is the required limit. For finite C_g electrostatic repulsion stiffens the line. The M − 1 independent modes with Σλ_j = 0 produce no φ in this model and keep the speed v.

**8. Finite temperature**

Let f be the Fermi function and w = −∂f/∂ε. Raising μ changes the occupation by w dμ, so

C_Q(T) = e² ∫ w dk/2π.

A field shifts the distribution to f(k − δ) with dδ/dt = QF/ħ. Since −∂f/∂k = ħv_k w, where v_k is the velocity at k, the current grows by Qδ ∫ ħv_k² w dk/2π. Therefore

1/L_K(T) = e² ∫ v_k² w dk/2π.

The product gives 1/(L_K C_Q) = ⟨v_k²⟩, averaged with weight w. Its square root is an rms speed. If the speeds differ, free electrons separate and an initial packet spreads, so this rms speed is not the velocity of an undamped wave. For a linear band all speeds agree and the spreading is absent.

**9. Example: a gated carbon nanotube**

Consider a (19,0) semiconducting nanotube with bond length s = 0.142 nm and hopping energy γ = 2.8 eV, both rough typical values. Along the axis an atom has one bond of length s and two slanted bonds of axial length s/2. With c = cos(πp/19) for the transverse quantum number p, the neighbour sum is

ε = γ|e^(−iks) + 2c e^(iks/2)|,
ε² = γ²[(1 + 2c)² − 4c(1 − cos(3ks/2))].

The lowest band has p = 13, where c is close to −1/2. Setting −4c ≈ 2 and expanding the cosine,

ε² ≈ Δ² + (ħv₀k)², ħv₀ = 3sγ/2 = 0.5964 eV nm, so v₀ = 9.061 × 10⁷ cm/s.

The angle 13π/19 exceeds 2π/3 by π/57, so |1 + 2c| ≈ √3π/57. With diameter d = 19√3 s/π = 1.487 nm this is s/d, and Δ = γs/d = 0.267 eV. Two spins and two valleys give M = 4.

Place the Fermi level 0.10 eV above the band edge, at 0.367 eV from midgap. Then

k_F = √(0.3673² − 0.2673²)/0.5964 = 0.422 nm⁻¹,
v = v₀(ħv₀k_F/ε_F) = (9.061 × 10⁷ cm/s) × 0.6858 = 6.21 × 10⁷ cm/s.

For one channel,

L_K = 12 906 Ω/(6.214 × 10⁵ m/s) = 2.08 × 10⁻² H/m = 20.8 nH/µm,
C_Q = 1/(12 906 Ω × 6.214 × 10⁵ m/s) = 1.25 × 10⁻¹⁰ F/m = 0.125 fF/µm.

The four channels together have 5.19 nH/µm and 0.499 fF/µm. Either pair returns 6.21 × 10⁷ cm/s, and an electron crosses a 50 nm channel in about 80 fs.

**10. Size of the neglected effects**

Gate: a coaxial gate behind 3 nm of oxide with relative permittivity 16 has C_g = 2πε₀ × 16/ln(1 + 6/1.487) = 0.551 fF/µm, with lengths in nm. Equation (8) gives v_p/v = √(1 + 0.499/0.551) = 1.38, or 8.6 × 10⁷ cm/s. The interaction-free speed is therefore not the charge-wave speed of this gated device. This C_g assumes that the oxide touches the charge on the tube. A gap of low permittivity between them acts as a capacitor in series. For an empty gap of 0.3 nm, with the oxide still 3 nm thick, C_g = 2πε₀/[ln(1.044/0.744) + ln(4.044/1.044)/16] = 0.13 fF/µm, and v_p/v becomes 2.2. The value 1.38 thus belongs to the gap-free model.

Temperature: at 300 K, with the Fermi level held fixed relative to the band, L_K rises by 5 percent and C_Q by 7 percent. The rms speed is 5.9 × 10⁷ cm/s and the standard deviation of the speeds is 1.4 × 10⁷ cm/s. A free packet would spread noticeably during one transit. With its edge taken at 2Δ on the same hyperbolic form, the second subband holds about 0.1 percent of the density of the first; the full neighbour sum places that edge (p = 12) at 0.55 eV, farther above the Fermi level, and the fraction is about half as large.

Wavelength: a half wave fitting in 50 nm has q = 0.15 k_F. Moving an electron from just below to just above the right Fermi point with this q gives phase speeds from 5.95 to 6.44 × 10⁷ cm/s, about 4 percent to either side of v. The product of q and the gate radius is 0.24, so the local gate relation is an approximation here.

Backscattering: if movers reverse at rate v/Λ, equations (1) acquire the terms −(v/Λ)(ρ_R − ρ_L) and +(v/Λ)(ρ_R − ρ_L) on their right sides. The current then decays at rate 2v/Λ, equivalent to a resistance per length 2vL_K/Λ = h/(e²Λ). For Λ = 300 nm and the interaction-free half wave, ω = πv/(50 nm), the ratio of resistance to inductive reactance is 2 × 50/(π × 300) = 0.11. The dc transmission is 1/(1 + 50/300) = 0.86.

Band shape: the full neighbour sum, with the Fermi level again 0.10 eV above its own band edge, gives 6.5 × 10⁷ cm/s, 5 percent above the hyperbolic approximation. The magnetic inductance of the coaxial arrangement is about 6 × 10⁻⁵ of the four-channel kinetic inductance. Wall curvature beyond this hopping model and exchange-correlation effects have not been sized.

**11. Relation to a real transistor**

The diameter, thin high-permittivity oxide and short channel are in the range of experimental nanotube transistors. The line density of 0.54 electrons per nm produces an oxide field of 1.3 MV/cm at the tube, below the rough breakdown scale of several MV/cm for hafnium oxide. Of the effects on the wave speed sized above, the Coulomb interaction is the largest: it raises the charge-wave speed by 38 percent in the gap-free mean-field estimate, and by more if a low-permittivity gap separates tube and oxide. Real contacts can also add barriers and reflections, and a drain bias of several tenths of a volt lies outside the small-signal theory.

The kinetic inductance is large per length but small in total: 5.19 nH/µm over 50 nm is 0.26 nH. At 100 GHz its reactance is about 160 Ω, against 25.8/4 = 6.5 kΩ for four ideal channels with their contacts. At that frequency the contact resistance dominates over the inductance. The interaction-free half-wave frequency is v/(2 × 50 nm), about 6 THz, so wave behaviour along such a short channel belongs to the terahertz range. The numerical output below lists the inputs and main results of the gap-free model.

Computed values

```
LATTICE RING (hbar = charge = spacing = hopping = 1)
sites, filled levels: 601, 181
L_K from energies: 1.93647; formula: 1.93648
C_Q from energies: 0.19621; formula: 0.19621
1/sqrt(L_K C_Q): 1.6223; packet speed: 1.6234
NANOTUBE INPUTS (rough typical values)
hopping: 2.80 eV; bond: 0.142 nm
tube index: (19,0); channels: 4
Fermi level above band edge: 0.10 eV
oxide: 3.0 nm; relative permittivity: 16
channel: 50 nm; scattering: 300 nm
temperature of use: 300 K
NANOTUBE RESULTS
diameter: 1.487 nm
band speed v0: 9.061 x 10^7 cm/s
half gap: 0.2673 eV; Fermi level: 0.3673 eV
k_F: 0.4224 1/nm
v_F: 6.214 x 10^7 cm/s = 6.2144e+05 m/s
L_K per channel: 20.768 nH/um = 2.0768e-02 H/m
C_Q per channel: 0.1247 fF/um = 1.2468e-10 F/m
1/sqrt(L_K C_Q), 4 K distributions: 6.214 x 10^7 cm/s
L_K, all channels: 5.192 nH/um
C_Q, all channels: 0.4987 fF/um
contact resistance h/(2e^2): 12.906 kohm
two-contact total h/e^2: 25.813 kohm
transit time: 80.5 fs
NEGLECTED EFFECTS
gate capacitance: 0.5508 fF/um
charge-mode speed with gate: 8.578 x 10^7 cm/s
charge-mode speed / v_F: 1.380
L_K(300 K)/L_K(0), fixed level: 1.0508
C_Q(300 K)/C_Q(0), fixed level: 1.0654
300 K rms speed: 5.873 x 10^7 cm/s
300 K speed spread: 1.361 x 10^7 cm/s
half-wave q/k_F: 0.1488
half-wave q times gate radius: 0.235
pair speeds: 5.952 to 6.443 x 10^7 cm/s
transmission with scattering: 0.8571
half-wave resistance/reactance: 0.1061
second/first subband density, 300 K: 9.43e-04
magnetic inductance: 3.232e-04 nH/um
magnetic/kinetic, all channels: 6.23e-05
hopping-model half gap: 0.2629 eV
hopping-model v_F: 6.527 x 10^7 cm/s
electron line density: 0.5378 1/nm
oxide field at tube: 1.302 MV/cm
```
